\section*{Scherrer Crystallite Size from Gaussian and Lorentzian Peak Widths}

\section{The problem}

An X-ray diffraction peak from a polycrystalline metal film has an observed width $B=0.5^\circ$. A coarse-grained, strain-free standard, measured on the same instrument at the same angle, gives a peak of width $b=0.3^\circ$. Both widths are full widths at half maximum (FWHM) on the $2\theta$ scale, where $\theta$ is the Bragg angle.

The Scherrer equation turns the part of the width that belongs to the sample, $\beta$, into a crystallite size,
\begin{equation}
L=\frac{K\lambda}{\beta\cos\theta},
\label{scherrer}
\end{equation}
with $\lambda$ the wavelength, $K$ a number close to one, and $\beta$ in radians.

\begin{enumerate}
\item Find $\beta$ if all profiles are Gaussian, and again if all are Lorentzian.
\item By what factor do the two inferred sizes differ?
\item Evaluate both sizes for the (111) peak of a nickel film. Take the rough values $a=0.352$ nm for the cubic lattice parameter and $\lambda=0.154$ nm for copper K-alpha radiation, with $K=0.9$.
\end{enumerate}

Assume that the observed profile is the convolution of the sample profile with the instrumental profile, and that finite crystallite size is the sole source of sample broadening. Use the same $K$, $\lambda$ and $\theta$ in both analyses.

\section{Hints}

\textbf{Hint 1.} The instrument spreads each point of the sample profile into a peak of width $b$. Write the observed profile as an integral over those points and take its Fourier transform.

\textbf{Hint 2.} The transform of a Gaussian is a Gaussian, and that of a Lorentzian is a decaying exponential in $|t|$. See how the width enters each exponent.

\textbf{Hint 3.} For the ratio of sizes you need neither the wavelength nor the angle. Factorize $B^2-b^2$.

\textbf{Hint 4.} For the sizes themselves, find $\theta$ from Bragg's law, and convert $\beta$ to radians. The angle in the cosine is $\theta$, not $2\theta$.

\section{Full solution}

\subsection{How widths combine}

Let $x$ be the distance from the peak centre on the $2\theta$ scale, $f$ the sample profile and $g$ the instrumental profile. The observed profile is
\begin{equation}
h(x)=\int_{-\infty}^{\infty} f(y)\,g(x-y)\,dy .
\end{equation}
Define $\tilde h(t)=\int h(x)e^{-itx}dx$. Writing $e^{-itx}=e^{-ity}e^{-it(x-y)}$ and integrating over $x-y$ at fixed $y$ gives
\begin{equation}
\tilde h(t)=\tilde f(t)\,\tilde g(t).
\label{product}
\end{equation}
Exponents therefore add when profiles are convolved.

\paragraph{Gaussian profiles.} A Gaussian of unit height and FWHM $w$ is $e^{-px^2}$ with $p=4\ln2/w^2$, since at $x=w/2$ the exponent is $-\ln 2$. Completing the square,
\begin{equation}
-px^2-itx=-p\left(x+\frac{it}{2p}\right)^2-\frac{t^2}{4p},
\end{equation}
and the remaining Gaussian integral gives
\begin{equation}
\int_{-\infty}^{\infty}e^{-px^2-itx}dx=\sqrt{\frac{\pi}{p}}\,e^{-t^2/4p}
=\sqrt{\frac{\pi}{4\ln2}}\;w\,\exp\!\left(-\frac{w^2t^2}{16\ln2}\right).
\label{gft}
\end{equation}
The exponent contains $w^2$. By Eq.~(\ref{product}), $B^2=\beta_{\mathrm G}^2+b^2$, so
\begin{equation}
\beta_{\mathrm G}=\sqrt{B^2-b^2}=\sqrt{0.25-0.09}\;{}^\circ=0.4^\circ .
\end{equation}

\paragraph{Lorentzian profiles.} A Lorentzian of unit height and FWHM $w$ is $1/(1+4x^2/w^2)$. Its transform is found most easily backwards, from a decaying exponential:
\begin{align}
\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{-w|t|/2}e^{itx}dt
&=\frac{1}{\pi}\,\mathrm{Re}\int_0^\infty e^{-(w/2-ix)t}dt
=\frac{1}{\pi}\,\mathrm{Re}\,\frac{1}{w/2-ix}\nonumber\\
&=\frac{1}{\pi}\,\frac{w/2}{w^2/4+x^2}
=\frac{2}{\pi w}\,\frac{1}{1+4x^2/w^2}.
\end{align}
The transform of the unit-height Lorentzian is therefore
\begin{equation}
\frac{\pi w}{2}\,e^{-w|t|/2}.
\label{lft}
\end{equation}
Here the exponent contains $w$ itself. Hence $B=\beta_{\mathrm L}+b$ and
\begin{equation}
\beta_{\mathrm L}=B-b=0.5^\circ-0.3^\circ=0.2^\circ .
\end{equation}

The same instrument thus accounts for more of the observed width when the profiles are Lorentzian. Less is left for the sample, and a narrower sample peak means a larger crystallite.

\subsection{The ratio of sizes}

With $K$, $\lambda$ and $\theta$ held fixed, Eq.~(\ref{scherrer}) makes $L$ inversely proportional to $\beta$:
\begin{equation}
\frac{L_{\mathrm L}}{L_{\mathrm G}}=\frac{\beta_{\mathrm G}}{\beta_{\mathrm L}}
=\frac{\sqrt{(B-b)(B+b)}}{B-b}=\sqrt{\frac{B+b}{B-b}}
=\sqrt{\frac{0.8}{0.2}}=2 .
\label{ratio}
\end{equation}
The Lorentzian assumption doubles the inferred size. The film is the same in both analyses; what changes is the reading of one measurement.

The factor depends on $r=b/B$ alone. Setting $(1+r)/(1-r)=4$ gives $1+r=4-4r$, so $r=3/5$: a factor of two requires an instrumental width of three fifths of the observed one. For $B=0.6^\circ$ and $b=0.3^\circ$ the factor is $\sqrt{0.9/0.3}=\sqrt3\approx1.73$.

Two limits show when the choice of shape matters. For $r\ll1$, the ratio is $\sqrt{(1+r)/(1-r)}\approx1+r$, and the two sizes agree as the instrumental width becomes negligible. For $b\to B$, it grows as $\sqrt{2B/(B-b)}$ without bound. Both sample widths then tend to zero and both sizes diverge, the Lorentzian one faster. A peak hardly broader than that of the standard cannot give a dependable size.

\subsection{Where the Scherrer equation comes from}

Consider a crystallite of $N$ parallel planes with spacing $d$, so that $L=Nd$ is its length along the diffraction vector. This vector is normal to the planes and has magnitude $q=4\pi\sin\theta/\lambda$. Neighbouring planes scatter with phase difference $qd$. Summing the geometric series of amplitudes gives the intensity
\begin{equation}
I(q)=\left|\sum_{n=0}^{N-1}e^{inqd}\right|^2=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)} .
\end{equation}
The first-order peak lies at $q=2\pi/d$, which is Bragg's law $2d\sin\theta=\lambda$. Put $q=2\pi/d+\delta q$ and $u=L\,\delta q/2$. The added multiples of $\pi$ do not affect the squared sines, so
\begin{equation}
I=\frac{\sin^2u}{\sin^2(u/N)}\approx N^2\left(\frac{\sin u}{u}\right)^2
\qquad (N\gg1,\ |u|\ll N).
\end{equation}
Solving $(\sin u/u)^2=1/2$ numerically gives $u=1.3916$. The half-maximum points are at $\delta q=\pm2u/L$, so the full width in $q$ is $4u/L$. Differentiating $q$,
\begin{equation}
dq=\frac{4\pi\cos\theta}{\lambda}\,d\theta=\frac{2\pi\cos\theta}{\lambda}\,d(2\theta),
\label{dq}
\end{equation}
and the width on the $2\theta$ scale is
\begin{equation}
\beta=\frac{4u}{L}\,\frac{\lambda}{2\pi\cos\theta}
=\frac{2u}{\pi}\,\frac{\lambda}{L\cos\theta} .
\end{equation}
This is Eq.~(\ref{scherrer}) with $K=2u/\pi=0.886$, for which $0.9$ is a round value.

The profile of this ideal slab is neither Gaussian nor Lorentzian. The two shapes in the problem are models of the measured peak, and $L$ is an effective length whose scale is set by the chosen $K$. If $K$ were changed along with the shape, the ratio in Eq.~(\ref{ratio}) would change too.

\subsection{The nickel film}

For a cubic crystal the (111) spacing is $d=a/\sqrt3=0.352/\sqrt3=0.2032$ nm. Bragg's law gives
\begin{equation}
\theta=\arcsin\frac{0.154}{2\times0.2032}=22.26^\circ,\qquad \cos\theta=0.9254 .
\end{equation}
The sample widths are $0.4^\circ=0.006981$ rad and $0.2^\circ=0.003491$ rad. Therefore
\begin{align}
L_{\mathrm G}&=\frac{0.9\times0.154\ \mathrm{nm}}{0.006981\times0.9254}=21.5\ \mathrm{nm},\\
L_{\mathrm L}&=\frac{0.9\times0.154\ \mathrm{nm}}{0.003491\times0.9254}=42.9\ \mathrm{nm}.
\end{align}
The third digit serves to follow the arithmetic; the rough inputs and the choice of $K$ do not support it as a statement about a film.

When the diffraction vector is normal to the film, $L$ measures the crystallites through the thickness, as an average weighted towards the larger ones. It does not give their width in the plane, which sets how often a current along the film meets a grain boundary.

\subsection{The meaning of ``width''}

Another measure of width is the integral breadth, the area of a peak divided by its height. The area is the transform at $t=0$. From Eqs.~(\ref{gft}) and (\ref{lft}), the integral breadth is $\sqrt{\pi/(4\ln2)}\,w=1.0645\,w$ for a Gaussian and $\pi w/2=1.5708\,w$ for a Lorentzian.

Suppose the FWHM values of the problem are converted to integral breadths, and one common $K$ is then used for both shapes. The ratio becomes
\begin{equation}
\frac{L_{\mathrm L}}{L_{\mathrm G}}=\frac{1.0645\times0.4}{1.5708\times0.2}=1.355 .
\end{equation}
If instead $0.5^\circ$ and $0.3^\circ$ are themselves integral breadths, the factor two returns: within one shape, breadth and FWHM are proportional, so the same subtraction rules hold. A reported size therefore needs its width measure and its $K$ stated beside it.

\subsection{The model beside a real film}

A crystallite size of some tens of nanometres is a plausible scale for a thin metal film. The instrumental width of $0.3^\circ$ is large: a laboratory diffractometer set for good resolution can reach $0.1^\circ$ or less for a single wavelength, that is, with the K-alpha doublet discussed below removed. With $b=0.1^\circ$ and an observed width again of $0.5^\circ$, Eq.~(\ref{ratio}) would give $\sqrt{0.6/0.4}\approx1.22$. The assumption that size alone broadens the peak is also open to doubt. Deposited films can also contain non-uniform strain, treated in the second variation, and stacking faults, whose effect can be estimated as follows.

Let deformation faults occur independently, with a rough probability $\alpha=0.005$ per plane, on one $\{111\}$ set inclined to the diffraction vector, say $(11\bar1)$. A fault displaces the crystal beyond it by $\frac{a}{6}[112]$ or an equivalent shear in that plane. For the (111) reflection the phase changes by $2\pi(1+1+2)/6=4\pi/3$, equivalent to $-2\pi/3$. The other two shears, $\frac{a}{6}[\bar21\bar1]$ and $\frac{a}{6}[1\bar2\bar1]$, also give $-2\pi/3$. The mean phase factor per plane crossed is
\begin{equation}
z=1-\alpha+\alpha e^{-2\pi i/3},\qquad
|z|^2=\left(1-\tfrac32\alpha\right)^2+\tfrac34\alpha^2=1-3\alpha+3\alpha^2,
\end{equation}
so $-\ln|z|\approx3\alpha/2$ for small $\alpha$. The argument of $z$ adds a phase proportional to the distance crossed, which shifts the peak but does not widen it; only $|z|$ is needed for the width. The normals of the two sets make an angle with cosine $1/3$, so a line along the diffraction vector crosses an inclined plane every $3d$. Phase correlation over a distance $s$ thus decays as $e^{-c|s|}$ with $c=(3\alpha/2)/(3d)=\alpha/(2d)$. By the transform pair above, this is a Lorentzian of FWHM $2c$ in $q$. Equation~(\ref{dq}) converts it to
\begin{equation}
\beta_{\mathrm f}=\frac{2c\lambda}{2\pi\cos\theta}=\frac{\alpha\lambda}{2\pi d\cos\theta}
=6.5\times10^{-4}\ \mathrm{rad}=0.037^\circ .
\end{equation}
This width applies if every diffracting crystallite carries exactly one inclined faulted set. Subtracting it from $0.2^\circ$ then raises the Lorentzian size from 43 to about 53 nm. (The figure depends on that geometry: it is about 50 nm if one crystallite in four has its faulted set normal to the diffraction vector and so unbroadened, and about 100 nm if all three inclined sets are faulted with the same $\alpha$.) Subtracting it in quadrature from $0.4^\circ$, as the all-Gaussian assumption demands, leaves 21.5 nm unchanged to the digits shown. The ratio becomes 2.45. Quadrature treats the fault profile as Gaussian, although the estimate above makes it Lorentzian. Keeping it Lorentzian, with Gaussian size and instrumental profiles, would raise the Gaussian size by about 7\%.

The radiation is not a single line either. For a rough K-alpha doublet separation of 0.0004 nm, Bragg's law gives peaks $0.122^\circ$ apart in $2\theta$, which is comparable with the sample widths. The doublet must be removed from the data or be contained in the profile of the standard. In the second case the instrumental profile is a sum of two peaks, and neither pure shape describes it fully. As an estimate, take two lines of intensity ratio 2:1 that lie $0.117^\circ$ apart, the value from tabulated wavelengths, and together have a FWHM of $0.3^\circ$. With Gaussian lines the size stays near 21.4 nm; with Lorentzian lines it falls from 43 to about 38 nm, and the ratio drops from 2 to about 1.8.

\section{Variation 1: a Gaussian instrument and a Lorentzian sample}

\textbf{Question.} Keep $B=0.5^\circ$ and $b=0.3^\circ$, but let the instrumental profile be Gaussian and the sample profile Lorentzian. What size follows for the nickel film?

\textbf{Solution.} The transform of the observed profile is now proportional to
\begin{equation}
\exp\!\left(-\frac{b^2t^2}{16\ln2}-\frac{\beta|t|}{2}\right).
\end{equation}
It contains both $t^2$ and $|t|$, so the observed peak has neither pure shape and neither simple subtraction rule applies. The peak is a Voigt profile,
\begin{equation}
V(x)=\int_{-\infty}^{\infty}\frac{e^{-4\ln2\,(x-y)^2/b^2}}{1+4y^2/\beta^2}\,dy ,
\end{equation}
and the sample width follows from the half-maximum condition $V(B/2)=V(0)/2$. Evaluating the integral as a sum on a fine grid, and varying $\beta$ until the condition holds, gives $\beta=0.312^\circ$. Since $L\propto1/\beta$,
\begin{equation}
L=42.9\ \mathrm{nm}\times\frac{0.2}{0.312}\approx27.5\ \mathrm{nm}.
\end{equation}
This lies between the two pure cases, 28\% above the Gaussian size and 36\% below the Lorentzian one. Two widths alone cannot decide among the three answers. The measured shapes can help: at equal FWHM a Lorentzian has much stronger tails, falling as $1/x^2$, whereas a Gaussian falls as $e^{-px^2}$. Fitting the whole profile, of the standard as well as of the film, uses that information.

\section{Variation 2: a film with non-uniform strain}

\textbf{Question.} The plane spacing now varies within the film, between about $d(1-e)$ and $d(1+e)$, with a rough $e=0.001$. Take the resulting spread in $2\theta$ as the FWHM of the strain profile. How do the two sizes and their ratio change, with $B$ and $b$ as before?

\textbf{Solution.} Differentiating $2d\sin\theta=\lambda$ at fixed $\lambda$ gives $\sin\theta\,\delta d+d\cos\theta\,\delta\theta=0$, or
\begin{equation}
\delta(2\theta)=-2\tan\theta\,\frac{\delta d}{d}.
\end{equation}
The minus sign says that a larger spacing diffracts at a smaller angle. As $\delta d/d$ runs from $-e$ to $+e$, the full spread has magnitude
\begin{equation}
\beta_{\mathrm s}=4e\tan\theta=4\times0.001\times0.4094=0.00164\ \mathrm{rad}=0.094^\circ .
\end{equation}
If size and strain profiles are convolved, the rules of the main solution apply once more. The widths left for size are
\begin{align}
\text{Gaussian:}\quad &\sqrt{0.4^2-0.094^2}\;{}^\circ=0.389^\circ, & L_{\mathrm G}&\approx22\ \mathrm{nm},\\
\text{Lorentzian:}\quad &0.2^\circ-0.094^\circ=0.106^\circ, & L_{\mathrm L}&\approx81\ \mathrm{nm}.
\end{align}
The ratio rises from 2 to about 3.7. Strain takes nearly half of the Lorentzian sample width, but less than 6\% of the squared Gaussian one. For these values of $B$ and $b$, the factor of two therefore requires negligible strain broadening, and the Lorentzian size is far more sensitive to that condition.

Strain can be separated from size by its dependence on angle. In the Lorentzian case, adding the two widths and multiplying by $\cos\theta$ gives
\begin{equation}
\beta_{\mathrm L}\cos\theta=\frac{K\lambda}{L}+4e\sin\theta .
\end{equation}
The (111) and (222) peaks probe the same crystal direction. If $L$ and $e$ are the same for both and no other source broadens them, plotting $\beta_{\mathrm L}\cos\theta$ against $\sin\theta$ gives the strain from the slope and the size from the intercept. In the Gaussian case the squares add, and one plots $\beta_{\mathrm G}^2\cos^2\theta$ against $\sin^2\theta$ instead.

All numerical values are calculated from the stated model.
